# Scaled Ehrenfest dynamics: response frequencies, time step and vibrational error: a program that tests the result

```python
"""Scaled Ehrenfest dynamics: i hbar mu dpsi/dt = H psi, M d2R/dt2 = -dE/dR.

Results under test:
  clamped-nuclei response frequencies are omega_n/mu;
  the largest stable Runge-Kutta step is 2 sqrt(2) mu/omega_max;
  the vibration Omega obeys
      M Omega^2 = K_c - sum_n d_n/(omega_n^2 - mu^2 Omega^2),
  which for small mu*Omega/omega_n is a vibration with mass M + mu^2 DeltaM,
      DeltaM = sum_n d_n/omega_n^4.
Here K_c is the stiffness at frozen density, d_n the coupling strength of
excitation n, R the bond length and M the reduced nuclear mass.
Model: electrons on a one-dimensional grid, soft Coulomb interactions,
Hartree-exchange energy equal to half the Hartree energy.
Units inside the program: nm, fs, eV; masses in eV fs^2/nm^2.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, curve_fit

hbar = sc.hbar / sc.e * 1e15
mass_unit = sc.e * 1e-12
m_e = sc.m_e / mass_unit
M = sc.atomic_mass / mass_unit
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
soft = 0.05
spacing = 0.025


def make_grid(h, half_count):
    """Points, sinc-basis kinetic energy and half the soft repulsion."""
    pts = h * np.arange(-half_count, half_count + 1)
    idx = np.arange(len(pts))
    diff = idx[:, None] - idx[None, :]
    safe = np.where(diff == 0, 1, diff)
    kin = np.where(diff == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(diff) / safe**2)
    kin = kin * hbar**2 / (2 * m_e * h**2)
    rep = 0.5 * coulomb / np.sqrt((pts[:, None] - pts[None, :])**2 + soft**2)
    return pts, kin, rep


x, T, half_W = make_grid(spacing, 24)
npt = len(x)
T_complex = T.astype(complex)


def w(s):
    return 1 / np.sqrt(s**2 + soft**2)


def w1(s):
    return -s * w(s)**3


def w2(s):
    return (2 * s**2 - soft**2) * w(s)**5


def v_molecule(R):
    return -coulomb * (w(x - R / 2) + w(x + R / 2))


def dv_stretch(R):
    return 0.5 * coulomb * (w1(x - R / 2) - w1(x + R / 2))


def orbital_pairs(eps, phi, n_occ):
    """Energy differences and products for occupied-empty orbital pairs."""
    pairs = [(i, a) for i in range(n_occ) for a in range(n_occ, len(eps))]
    D = np.array([eps[a] - eps[i] for i, a in pairs])
    P = np.array([phi[:, i] * phi[:, a] for i, a in pairs])
    return D, P


def ground_state(v_ext, n_occ, kin=T, rep=half_W):
    """Self-consistent closed-shell orbitals, two electrons in each.

    The density is updated by Newton steps built from the static response,
    shortened while the density is still far from self-consistency.
    """
    density = np.zeros(len(v_ext))
    for _ in range(100):
        eps, phi = np.linalg.eigh(kin + np.diag(v_ext + rep @ density))
        new = 2 * np.sum(phi[:, :n_occ]**2, axis=1)
        residual = new - density
        change = np.max(np.abs(residual))
        if change < 1e-12:
            break
        D, P = orbital_pairs(eps, phi, n_occ)
        response = -4 * P.T @ (P / D[:, None])
        update = np.linalg.solve(np.eye(len(v_ext)) - response @ rep, residual)
        density = density + (0.6 if change > 1e-2 else 1.0) * update
    assert change < 1e-11, "self-consistency not reached"
    return eps, phi, new


def total_energy(R):
    _, phi, n = ground_state(v_molecule(R), 1)
    kinetic = 2 * phi[:, 0] @ T @ phi[:, 0]
    return kinetic + n @ v_molecule(R) + 0.5 * n @ half_W @ n + coulomb * w(R)


def static_force(R):
    _, _, n = ground_state(v_molecule(R), 1)
    return -coulomb * w1(R) - n @ dv_stretch(R)


def linear_response(eps, phi, n_occ, dv, rep=half_W):
    """Excitation frequencies and strengths d_n for the perturbation dv."""
    D, P = orbital_pairs(eps, phi, n_occ)
    S = np.diag(D) + 4 * P @ rep @ P.T
    root = np.sqrt(D)
    squares, F = np.linalg.eigh(root[:, None] * S * root[None, :])
    assert squares[0] > 0
    strength = 4 * (F.T @ (root * (P @ dv)))**2 / hbar**2
    return np.sqrt(squares) / hbar, strength


# equilibrium and harmonic data
R_eq = brentq(static_force, 0.04, 0.15, xtol=1e-13)
eps, phi, n0 = ground_state(v_molecule(R_eq), 1)
omega, d = linear_response(eps, phi, 1, dv_stretch(R_eq))
K_c = coulomb * w2(R_eq) - n0 @ (
    0.25 * coulomb * (w2(x - R_eq / 2) + w2(x + R_eq / 2)))
K_BO = K_c - np.sum(d / omega**2)
DeltaM = np.sum(d / omega**4)
coupled = d > 1e-12 * d.max()
om_c, d_c = omega[coupled], d[coupled]
omega_1 = om_c[0]
Omega_BO = np.sqrt(K_BO / M)

# stiffness from total energies
step = 5e-4
K_fd = (total_energy(R_eq + step) - 2 * total_energy(R_eq)
        + total_energy(R_eq - step)) / step**2
assert abs(K_fd / K_BO - 1) < 1e-3

# added mass from the change of the ground-state orbital with bond length
step = 1e-4
shifted = []
for sign in (1, -1):
    orb = ground_state(v_molecule(R_eq + sign * step), 1)[1][:, 0]
    shifted.append(orb * np.sign(orb @ phi[:, 0]))
slope = phi[:, 1:].T @ (shifted[0] - shifted[1]) / (2 * step)
DeltaM_fd = 4 * hbar**2 * np.sum(slope**2 / (eps[1:] - eps[0]))
assert abs(DeltaM_fd / DeltaM - 1) < 1e-3


def atom_mass(h, half_count):
    """Added mass, in electron masses, of a shifted four-electron atom."""
    pts, kin, rep = make_grid(h, half_count)
    e4, phi4, _ = ground_state(-4 * coulomb * w(pts), 2, kin, rep)
    om, strength = linear_response(e4, phi4, 2, 4 * coulomb * w1(pts), rep)
    return np.sum(strength / om**4) / m_e


# rigid translation must give the mass of all electrons; the deep well of the
# atom needs a finer grid than the molecule
dv_shift = coulomb * (w1(x - R_eq / 2) + w1(x + R_eq / 2))
om_t, d_t = linear_response(eps, phi, 1, dv_shift)
mass_molecule = np.sum(d_t / om_t**4) / m_e
mass_atom_coarse = atom_mass(spacing, 24)
mass_atom = atom_mass(spacing / 2, 48)
assert abs(mass_molecule - 2) < 0.005
assert abs(mass_atom - 4) < 0.01


def rhs(state, mu, mass):
    """Nonlinear scaled equations; state = orbital, bond length, velocity."""
    psi, R = state[:-2], state[-2].real
    s1, s2 = x - R / 2, x + R / 2
    r1, r2 = w(s1), w(s2)
    n = 2 * (psi.real**2 + psi.imag**2)
    v = half_W @ n - coulomb * (r1 + r2) - eps[0]
    dv = 0.5 * coulomb * (s2 * r2**3 - s1 * r1**3)
    out = np.empty_like(state)
    out[:-2] = (-1j / (hbar * mu)) * (T_complex @ psi + v * psi)
    out[-2] = state[-1]
    out[-1] = (coulomb * R / (R * R + soft**2)**1.5 - n @ dv) / mass
    return out


def rk4(state, dt, mu, mass):
    k1 = rhs(state, mu, mass)
    k2 = rhs(state + 0.5 * dt * k1, mu, mass)
    k3 = rhs(state + 0.5 * dt * k2, mu, mass)
    k4 = rhs(state + dt * k3, mu, mass)
    return state + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)


def pack(orbital, R):
    return np.concatenate([orbital, [R, 0.0]]).astype(complex)


def jacobian_frequencies(mu):
    """Clamped-nuclei frequencies from differentiating the equations."""
    base, h = pack(phi[:, 0], R_eq), 1e-5
    J = np.zeros((2 * npt, 2 * npt))
    for col in range(2 * npt):
        kick = np.zeros(npt + 2, complex)
        kick[col % npt] = h if col < npt else 1j * h
        change = (rhs(base + kick, mu, np.inf)
                  - rhs(base - kick, mu, np.inf))[:-2] / (2 * h)
        J[:, col] = np.concatenate([change.real, change.imag])
    freq = np.linalg.eigvals(J).imag
    return np.sort(freq[freq > 0.1])


jac = {mu: jacobian_frequencies(mu) for mu in (1.0, 10.0)}
for mu, freq in jac.items():
    assert np.allclose(freq[:6], omega[:6] / mu, rtol=1e-5)

# largest stable step, measured by propagation at clamped nuclei
noise = np.random.default_rng(1).normal(size=npt)
rough = phi[:, 0] + 1e-3 * noise
rough = rough / np.linalg.norm(rough)


def is_stable(dt, mu):
    state = pack(rough, R_eq)
    for _ in range(400):
        state = rk4(state, dt, mu, np.inf)
        if not np.linalg.norm(state[:-2]) < 2:
            return False
    return True


def measured_limit(mu):
    low, high = 0.001 * mu, 0.01 * mu
    assert is_stable(low, mu) and not is_stable(high, mu)
    for _ in range(11):
        mid = 0.5 * (low + high)
        if is_stable(mid, mu):
            low = mid
        else:
            high = mid
    return 0.5 * (low + high)


dt_1 = 2 * np.sqrt(2) / omega[-1]
limits = {mu: measured_limit(mu) for mu in (1.0, 10.0)}
for mu, limit in limits.items():
    assert abs(limit / (mu * dt_1) - 1) < 0.01


def secular_frequency(mu):
    """Root of the coupled equation below the lowest scaled excitation."""
    def balance(Om):
        return K_c - np.sum(d_c / (om_c**2 - (mu * Om)**2)) - M * Om**2
    return brentq(balance, 1e-8, omega_1 / mu * (1 - 1e-12), xtol=1e-14)


def allowed_mu(eta):
    """mu for red shift eta: added-mass formula and full secular equation."""
    simple = np.sqrt(M / DeltaM * ((1 - eta)**-2 - 1))
    Om = (1 - eta) * Omega_BO
    y = brentq(lambda q: q**2 * np.sum(d_c / (om_c**2 * (om_c**2 - q**2)))
               - (K_BO - M * Om**2), 1e-8, omega_1 * (1 - 1e-12))
    return simple, y / Om


def trajectory_frequency(mu):
    """Vibration of a nonlinear trajectory released from a small stretch."""
    stretch = 1e-4
    orb = ground_state(v_molecule(R_eq + stretch), 1)[1][:, 0]
    state = pack(orb, R_eq + stretch)
    dt = 0.7 * mu * dt_1
    steps = int(6 * 2 * np.pi / Omega_BO / dt)
    path = np.empty(steps + 1)
    path[0] = 1.0
    for k in range(steps):
        state = rk4(state, dt, mu, M)
        path[k + 1] = (state[-2].real - R_eq) / stretch
    t = dt * np.arange(steps + 1)
    cross = t[:-1][path[:-1] * path[1:] < 0]
    guess = np.pi * (len(cross) - 1) / (cross[-1] - cross[0])
    fit, _ = curve_fit(
        lambda s, a, b, c, Om: a * np.cos(Om * s) + b * np.sin(Om * s) + c,
        t, path, p0=[1.0, 0.0, 0.0, guess])
    return abs(fit[3]), steps


mu_1, mu_1_full = allowed_mu(0.01)
mu_5, mu_5_full = allowed_mu(0.05)
rows = []
for mu in (5.0, mu_1_full, 20.0):
    assert mu * Omega_BO < omega_1
    full = secular_frequency(mu)
    simple = Omega_BO / np.sqrt(1 + mu**2 * DeltaM / M)
    real_time, steps = trajectory_frequency(mu)
    assert abs(real_time - full) < 0.02 * (Omega_BO - full)
    effective = K_BO / full**2
    lower = M + mu**2 * DeltaM
    upper = M + mu**2 * DeltaM / (1 - (mu * full / omega_1)**2)
    assert lower * (1 - 1e-10) <= effective <= upper * (1 + 1e-10)
    rows.append((mu, simple, full, real_time, steps))

period = 2 * np.pi / Omega_BO
dt_nuc = period / 40
meV = 1000 * hbar
print(f"softening length = {soft:.3f} nm, grid spacing = {spacing:.3f} nm")
print(f"grid points = {npt}, reduced nuclear mass = {M/m_e:.2f} m_e (1 u)")
print(f"equilibrium bond length = {R_eq:.5f} nm")
print(f"occupied orbital energy = {eps[0]:.4f} eV")
print(f"frozen-density stiffness K_c = {K_c:.2f} eV/nm^2")
print(f"Born-Oppenheimer stiffness K_BO = {K_BO:.2f} eV/nm^2")
print(f"K_BO from energy differences = {K_fd:.2f} eV/nm^2")
print(f"hbar Omega_BO = {meV*Omega_BO:.3f} meV, period = {period:.3f} fs")
print(f"lowest excitation hbar omega = {hbar*omega[0]:.4f} eV")
print(f"lowest coupled excitation = {hbar*omega_1:.4f} eV")
print(f"highest grid excitation = {hbar*omega[-1]:.2f} eV")
for mu, freq in jac.items():
    print(f"mu = {mu:.0f}: lowest response frequency, Jacobian ="
          f" {freq[0]:.5f} rad/fs")
print(f"added mass DeltaM (stretch) = {DeltaM/m_e:.5f} m_e")
print(f"DeltaM from orbital differences = {DeltaM_fd/m_e:.5f} m_e")
print(f"translation, 2-electron molecule: DeltaM = {mass_molecule:.5f} m_e")
print(f"translation, 4-electron atom, spacing {spacing:.4f} nm: "
      f"DeltaM = {mass_atom_coarse:.5f} m_e")
print(f"translation, 4-electron atom, spacing {spacing/2:.4f} nm: "
      f"DeltaM = {mass_atom:.5f} m_e")
print(f"relative red shift at mu = 1: "
      f"{1 - secular_frequency(1.0)/Omega_BO:.3e}")
print(f"RK4 step limit at mu = 1, formula = {1000*dt_1:.4f} as")
for mu, limit in limits.items():
    print(f"RK4 step limit at mu = {mu:.0f}, measured = {1000*limit:.4f} as")
print(f"nuclear step, 40 per period = {1000*dt_nuc:.2f} as")
print(f"gain ceiling from nuclear step = {dt_nuc/dt_1:.1f}")
print(f"mu where mu*Omega_BO meets coupled gap = {omega_1/Omega_BO:.2f}")
print(f"mu for 1% red shift: added mass {mu_1:.3f}, full {mu_1_full:.3f}")
print(f"mu for 5% red shift: added mass {mu_5:.3f}, full {mu_5_full:.3f}")
for mu, simple, full, real_time, steps in rows:
    print(f"mu = {mu:.3f}: hbar Omega added mass = {meV*simple:.3f} meV")
    print(f"   full = {meV*full:.3f} meV, trajectory = {meV*real_time:.3f} meV")
    print(f"   red shift: added mass {100*(1-simple/Omega_BO):.3f} %, "
          f"full {100*(1-full/Omega_BO):.3f} %, "
          f"trajectory {100*(1-real_time/Omega_BO):.3f} %")
    print(f"   step used = {700*mu*dt_1:.3f} as, steps in run = {steps}")
print("all good")
```

It prints:

```
softening length = 0.050 nm, grid spacing = 0.025 nm
grid points = 49, reduced nuclear mass = 1822.89 m_e (1 u)
equilibrium bond length = 0.07646 nm
occupied orbital energy = -18.6797 eV
frozen-density stiffness K_c = 3515.07 eV/nm^2
Born-Oppenheimer stiffness K_BO = 2346.70 eV/nm^2
K_BO from energy differences = 2346.70 eV/nm^2
hbar Omega_BO = 313.202 meV, period = 13.204 fs
lowest excitation hbar omega = 12.6679 eV
lowest coupled excitation = 15.1377 eV
highest grid excitation = 593.39 eV
mu = 1: lowest response frequency, Jacobian = 19.24585 rad/fs
mu = 10: lowest response frequency, Jacobian = 1.92459 rad/fs
added mass DeltaM (stretch) = 0.13586 m_e
DeltaM from orbital differences = 0.13586 m_e
translation, 2-electron molecule: DeltaM = 2.00047 m_e
translation, 4-electron atom, spacing 0.0250 nm: DeltaM = 4.01194 m_e
translation, 4-electron atom, spacing 0.0125 nm: DeltaM = 4.00000 m_e
relative red shift at mu = 1: 3.727e-05
RK4 step limit at mu = 1, formula = 3.1374 as
RK4 step limit at mu = 1, measured = 3.1511 as
RK4 step limit at mu = 10, measured = 31.5112 as
nuclear step, 40 per period = 330.11 as
gain ceiling from nuclear step = 105.2
mu where mu*Omega_BO meets coupled gap = 48.33
mu for 1% red shift: added mass 16.505, full 15.938
mu for 5% red shift: added mass 38.073, full 32.409
mu = 5.000: hbar Omega added mass = 312.911 meV
   full = 312.909 meV, trajectory = 312.909 meV
   red shift: added mass 0.093 %, full 0.094 %, trajectory 0.094 %
   step used = 10.981 as, steps in run = 7214
mu = 15.938: hbar Omega added mass = 310.279 meV
   full = 310.070 meV, trajectory = 310.070 meV
   red shift: added mass 0.933 %, full 1.000 %, trajectory 1.000 %
   step used = 35.002 as, steps in run = 2263
mu = 20.000: hbar Omega added mass = 308.635 meV
   full = 308.105 meV, trajectory = 308.105 meV
   red shift: added mass 1.458 %, full 1.627 %, trajectory 1.628 %
   step used = 43.924 as, steps in run = 1803
all good
```
